\section*{Choosing between empty bands and a Sternheimer solver for effective masses}

\section{The question behind the setting}

An electron near the bottom of a conduction valley answers a weak, slowly varying force as if its mass were set by the curvature of the band. A transport or device calculation that uses this picture needs the second derivatives of one band energy at one point $\mathbf k$. Perturbation theory gives them as a sum over all other bands, most of them empty and otherwise of no interest. Two ways to evaluate this sum are compared here: include a chosen number of empty bands, or replace the empty part by a linear equation solved to a chosen threshold. This guide derives the second route, shows that it contains the whole sum, and obtains from the derivation how to choose the number of bands and the threshold.

The Hamiltonian acting on cell-periodic functions is, in a plane-wave basis,
\begin{equation}
H(\mathbf k)=C|\mathbf k+\mathbf G|^2+V,\qquad C=\frac{\hbar^2}{2m_e},
\end{equation}
with a local potential $V$, which does not depend on $\mathbf k$. The set of vectors $\mathbf G$ is held fixed when $\mathbf k$ changes. With $\partial_a=\partial/\partial k_a$,
\begin{equation}
D_a\equiv\partial_aH=2C(\mathbf k+\mathbf G)_a,\qquad \partial_bD_a=2C\delta_{ab}.
\end{equation}
Band $n$, with normalized state $u$ and energy $E_n$, is assumed to be nondegenerate at the chosen $\mathbf k$. The inverse mass in units of $1/m_e$ is
\begin{equation}
\mu_{ab}=\frac{m_e}{\hbar^2}\,\partial_a\partial_bE_n=\frac{\partial_a\partial_bE_n}{2C}.
\end{equation}
At a band extremum this is the inverse effective mass. Elsewhere it is the local curvature. The band then usually has a slope as well, but at a saddle point the slope vanishes while the curvatures differ in sign.

\section{From the eigenvalue equation to a linear equation}

Differentiating $Hu=E_nu$ gives $D_au+H\partial_au=(\partial_aE_n)u+E_n\partial_au$, or
\begin{equation}
(H-E_n)\,\partial_au=-(D_a-\partial_aE_n)\,u. \label{first}
\end{equation}
The left side has no overlap with $u$, because $\langle u|(H-E_n)=0$. The right side must then have none either, which gives the Hellmann--Feynman relation $\partial_aE_n=\langle u|D_a|u\rangle$.

Equation \eqref{first} leaves the component of $\partial_au$ along $u$ undetermined. Normalization requires $\langle\partial_au|u\rangle+\langle u|\partial_au\rangle=0$, so this component is imaginary. It reflects the free phase of $u$ at each $\mathbf k$, and we choose the phase that makes it zero.

Differentiating the Hellmann--Feynman relation gives
\begin{align}
\partial_b\partial_aE_n&=\langle\partial_bu|D_a|u\rangle+\langle u|\partial_bD_a|u\rangle+\langle u|D_a|\partial_bu\rangle\nonumber\\
&=2C\delta_{ab}+2\,\mathrm{Re}\,\langle u|D_a|\partial_bu\rangle. \label{second}
\end{align}
The first and third terms are complex conjugates because $D_a$ is Hermitian. Another choice of phase would add $i\beta u$ to $\partial_bu$, with $\beta$ real, and change the result by $2\,\mathrm{Re}(i\beta\langle u|D_a|u\rangle)=0$. The mass does not depend on the phase.

Now compute the $M$ lowest bands, including $n$, and call them active. Let $P$ project onto everything orthogonal to them. For an active state $m\neq n$, the product of $\langle m|$ with \eqref{first} is
\begin{equation}
(E_m-E_n)\langle m|\partial_au\rangle=-\langle m|D_a|n\rangle,
\end{equation}
since $\langle m|u\rangle=0$. The remaining part is $w_a=P\partial_au$. Because $P$ commutes with $H$ and $Pu=0$, applying $P$ to \eqref{first} gives the projected Sternheimer equation
\begin{equation}
A\,w_a=b_a,\qquad A=P(H-E_n)P,\qquad b_a=-PD_au. \label{stern}
\end{equation}
The full first-order function is
\begin{equation}
\partial_au=\sum_{m\le M,\,m\ne n}|m\rangle\frac{\langle m|D_a|n\rangle}{E_n-E_m}+w_a .
\end{equation}
Insert it into \eqref{second}, use $\langle u|D_a|w_b\rangle=\langle PD_au|w_b\rangle=-\langle b_a|w_b\rangle$, and divide by $2C$:
\begin{equation}
\mu_{ab}=\delta_{ab}+\frac1C\,\mathrm{Re}\Big[\sum_{m\le M,\,m\ne n}\frac{\langle n|D_a|m\rangle\langle m|D_b|n\rangle}{E_n-E_m}-\langle b_a|w_b\rangle\Big]. \label{mass}
\end{equation}
Three linear solves, one per direction, give the whole tensor.

To see that no empty band is lost, expand the solution in the eigenstates above the active set:
\begin{equation}
w_b=\sum_{m>M}|m\rangle\frac{\langle m|b_b\rangle}{E_m-E_n},\qquad \langle m|b_b\rangle=-\langle m|D_b|n\rangle .
\end{equation}
The two minus signs in $\langle b_a|m\rangle\langle m|b_b\rangle$ cancel, so
\begin{equation}
-\langle b_a|w_b\rangle=\sum_{m>M}\frac{\langle n|D_a|m\rangle\langle m|D_b|n\rangle}{E_n-E_m}.
\end{equation}
This is the rest of the explicit sum. The linear equation has summed it without finding its terms.

On the diagonal the numerators are squared moduli. Bands below $n$ therefore raise the inverse mass and bands above $n$ lower it. If all bands below $n$ are included, a sum cut off above $n$ gives an inverse mass that is too large or correct. Where the complete inverse mass is positive, the truncated mass is too small or correct.

\section{How many active bands}

The smallest eigenvalue of $A$ on the complement is
\begin{equation}
\Delta=E_{M+1}-E_n .
\end{equation}
It is positive if the active set holds every band below $n$, band $n$ itself, and any band degenerate with $n$. Conjugate gradients need this positivity. If a lower band were left out, $A$ would have a negative eigenvalue and the method would lose its foundation.

The minimum choice is thus the set of bands up to $n$. Adding a few more moves their contribution from the solver to the explicit part of \eqref{mass}; the exact result is unchanged and $\Delta$ cannot decrease. This can save solver steps when the next band is close and couples to $n$ through $D_a$. Where symmetry forbids that coupling, as for band 6 at the valley minimum below, making that band active saves no steps. Degeneracies among the other active bands do no harm, because the denominators contain differences from $E_n$.

If band $n$ is itself degenerate, as at many valence-band tops, \eqref{mass} fails because a denominator vanishes. One must then diagonalize a matrix within the degenerate set for each direction of $\mathbf k$, and a single mass tensor need not exist. Close to such a point the formula holds, but its parabola describes a range of $\mathbf k$ that shrinks with the splitting of the coupled bands.

\section{How tight a solver threshold}

Let $x_a$ be the current approximation to $w_a$ and $e_a=w_a-x_a$ its error. Conjugate gradients started from zero minimize $\langle e_a|A|e_a\rangle$ over a search space that grows at each step. At the minimum, $\langle y|A|e_a\rangle=0$ for every $y$ in that space, including $x_a$. Hence
\begin{align}
\langle b_a|e_a\rangle&=\langle w_a|A|e_a\rangle
=\langle x_a|A|e_a\rangle+\langle e_a|A|e_a\rangle\nonumber\\
&=\langle e_a|A|e_a\rangle\ge0 .
\end{align}
Replacing $w_a$ by $x_a$ in \eqref{mass} raises the diagonal element by $\langle b_a|e_a\rangle/C$. It therefore converges from above, with an error quadratic in $e_a$. A fixed, positive, Hermitian preconditioner on the complement keeps this property. Rounding limits it at the end.

During the solve the residual $r_a=b_a-Ax_a=Ae_a$ is known, but $e_a$ is not. Since no eigenvalue of $A$ on the complement is below $\Delta$,
\begin{equation}
0\le\delta\mu_{aa}=\frac{\langle r_a|A^{-1}|r_a\rangle}{C}\le\frac{\|r_a\|^2}{C\Delta}. \label{bound}
\end{equation}
This turns a wanted accuracy into a threshold.

Off-diagonal elements are less well protected. Their error in \eqref{mass} comes from
\begin{equation}
\langle b_a|e_b\rangle=\langle w_a|A|e_b\rangle=\langle x_a|A|e_b\rangle+\langle e_a|A|e_b\rangle ,
\end{equation}
and $x_a$ belongs to the search space of another direction, so the first term need not vanish. The cure is to replace $\langle b_a|w_b\rangle$ by
\begin{equation}
S_{ab}=\langle b_a|x_b\rangle+\langle x_a|b_b\rangle-\langle x_a|A|x_b\rangle .
\end{equation}
Write $T_{ab}=\langle w_a|A|w_b\rangle=\langle b_a|w_b\rangle$ for the exact value and substitute $x=w-e$:
\begin{align}
S_{ab}={}&\big(T_{ab}-\langle w_a|A|e_b\rangle\big)+\big(T_{ab}-\langle e_a|A|w_b\rangle\big)\nonumber\\
&-\big(T_{ab}-\langle w_a|A|e_b\rangle-\langle e_a|A|w_b\rangle+\langle e_a|A|e_b\rangle\big)\nonumber\\
={}&T_{ab}-\langle e_a|A|e_b\rangle .
\end{align}
The linear errors cancel. By the Cauchy--Schwarz inequality the remaining error in $\mu_{ab}$ is at most $\|r_a\|\|r_b\|/(C\Delta)$.

These estimates take the active states as exact. An error in $u$ enters the matrix elements of $D_a$ linearly in general, so the active states should be converged more tightly than their energies alone would demand.

\section{A worked valley}

The example is a diamond-lattice model with lattice constant $a=0.543$ nm. One atom is at the origin and the other at $\mathbf d=(a/4)(1,1,1)$. The potential is $V(\mathbf G)=v(G)\,(1+e^{-i\mathbf G\cdot\mathbf d})/2$, with $v=-2.86$, $0.54$ and $1.09$ eV for $|\mathbf G|^2=3$, $8$ and $11$ in units of $(2\pi/a)^2$, and zero otherwise. These are rough typical values in the regime of silicon. Plane waves with $|\mathbf G|^2\le36.5\,(2\pi/a)^2$ give a basis of 259, and $C=0.0381$ eV\,nm$^2$.

A root search on the band slope along the line from $\Gamma$ to X puts the minimum of the fifth band at $0.853$ of the way. Diagonalization gives the next band $0.528$ eV above and the nearest lower band $3.735$ eV below. With $M=5$, the terms of \eqref{mass} are, in the order free electron, lower bands, higher bands,
\begin{align}
\mu_l&=1+0.28452-0.13886=1.14566, & m_l&=0.873\,m_e,\\
\mu_t&=1+4.5302-0.1089=5.4213, & m_t&=0.184\,m_e .
\end{align}
In kilograms these are $7.95\times10^{-31}$ and $1.68\times10^{-31}$. The light transverse mass comes from the valence bands. The higher-band part has a magnitude of about 2\% of the final $\mu_t$, but about 12\% of the final $\mu_l$.

Full diagonalization and the sum over all 259 bands reproduce the tensor to $2\times10^{-13}$ in units of $1/m_e$. Fourth-order differences of the eigenvalues, with a step of $0.02$ nm$^{-1}$, agree to $4\times10^{-7}$. Enlarging the basis to 339 plane waves and relocating the minimum changes either inverse mass by about 0.002\%.

The truncated sum behaves as follows.
\begin{center}
\begin{tabular}{rcc}
bands & $m_l/m_e$ & $m_t/m_e$\\
5 & 0.7785 & 0.1808\\
10 & 0.7785 & 0.1818\\
20 & 0.8654 & 0.1841\\
40 & 0.8703 & 0.1844\\
80 & 0.8726 & 0.1844
\end{tabular}
\end{center}
Between 5 and 10 bands $m_l$ does not move, yet it is 11\% below its final value. The diagonal terms of all higher bands have the same sign and cannot cancel, so each of bands 6 to 10 must have a negligible matrix element of $D_x$ with band 5. Some bands further up do couple, the first being band 14, and they bring the later change. A plateau is therefore not evidence of convergence. For a relative error below $10^{-3}$ the sum needs 47 bands for the longitudinal mass and 30 for the transverse one; below $10^{-6}$, measured against the full sum in the same basis, it needs 149 and 114. That target is finer than the basis error: with 339 to 725 plane waves the longitudinal count is 186 to 190, while the other three counts move by at most one.

The solver used the preconditioner $1/(T_{\mathbf G}+\bar T)$, projected onto the complement, where $T_{\mathbf G}$ is the kinetic energy of a plane wave and $\bar T$ its mean in $u$. It reached a relative residual of $10^{-11}$ in 14, 16 and 16 steps for the three directions. After two steps of a transverse solve, the error in the norm $\langle e|A|e\rangle^{1/2}$ was 9.92\% of its starting value. The starting error of $\mu_t$ is the whole higher-band part, so the quadratic law gives
\begin{equation}
\delta\mu_t=0.1089\times(0.0992)^2=1.07\times10^{-3},
\end{equation}
which is the error found. After five steps it was $4\times10^{-7}$.

For a diagonal error below $10^{-4}$, \eqref{bound} asks for
\begin{equation}
\|r_a\|\le\sqrt{10^{-4}\times0.0381\times0.528}\ \text{eV\,nm}=1.4\times10^{-3}\ \text{eV\,nm}.
\end{equation}

This threshold is safe but cautious here. Band 6 sets $\Delta$ but does not couple; the lowest coupled bands lie 15.3 eV (longitudinal) and 10.1 eV (transverse) above band 5. The two solves pass the threshold after 4 and 5 steps with errors of $2\times10^{-7}$ and $4\times10^{-7}$, about a hundred times below the bound for the residual reached.

A point without symmetry, $\mathbf k=(0.60,0.25,0.10)\,2\pi/a$, shows the off-diagonal case. There $\mu_{yy}=2.450$, $\mu_{zz}=0.940$ and $\mu_{yz}=-3.123$. Since $\mu_{yy}\mu_{zz}-\mu_{yz}^2=-7.45$ is negative, the band curves upward in one direction and downward in another; this tensor is not the mass of a valley. After six steps per direction the largest off-diagonal error was $3.6\times10^{-2}$ from \eqref{mass} and $1.8\times10^{-3}$ with $S_{ab}$. At the same point, with the threshold on the relative residual held at $10^{-11}$, raising $M$ from 5 to 8 reduced the total number of steps from 85 to 67 and left the tensor unchanged to $5\times10^{-14}$.

\section{What the numbers mean for a real valley}

With six equivalent valleys, the density-of-states mass per valley is $(m_lm_t^2)^{1/3}=0.310\,m_e$ and the conductivity mass is $3/(1/m_l+2/m_t)=0.250\,m_e$. At 300 K the effective density of states is
\begin{equation}
N_c=12\left(\frac{0.310\,m_ek_BT}{2\pi\hbar^2}\right)^{3/2}=2.6\times10^{19}\ \text{cm}^{-3},
\end{equation}
where 12 counts six valleys and two spins. This value and the conductivity mass describe parabolic valleys. Integrating the Boltzmann factor over the model's actual bands at 300 K raises $N_c$ by about 6\%, and a conductivity mass defined by the thermal average of the squared velocity is about 10\% larger than the band-edge value.

Silicon has electron masses of roughly $0.9$ and $0.2\,m_e$, so the model is in the right regime. Its indirect gap, $0.83$ eV, is well below the real value of roughly $1.1$ eV. Heavily doped device regions break the assumption of nondegenerate carriers. For parabolic valleys and to leading order, the density at a given Fermi level falls below the Boltzmann value by the fraction $n/(2^{3/2}N_c)$. This is 0.14\% at $10^{17}$ cm$^{-3}$ and about 14\% at $10^{19}$ cm$^{-3}$, where higher orders begin to matter and the full Fermi integral gives 12.7\%. This correction concerns the carrier statistics, not the band-edge mass.

Other neglected effects can be sized within the model:
\begin{itemize}
\item At the distance where the parabola reaches $k_BT=0.0259$ eV, the band energy differs from it by $+1.2\%$ toward X, $-1.2\%$ toward $\Gamma$ and $-0.5\%$ along a transverse cubic axis, but $-3.6\%$ along the diagonal between the two transverse axes. The equal transverse masses do not make the band isotropic beyond second order.
\item Raising all valence energies by an assumed thermal shift of 0.05 eV, with matrix elements held fixed, lowers $m_t$ by 1.1\% and $m_l$ by 0.1\%.
\item A spin-orbit term scaled to split the valence top by a rough 0.04 eV changes the transverse mass by less than 0.01\%, by an amount that depends on the radial form assumed, and the longitudinal mass by still less, as found from eigenvalue differences.
\item Raising one form factor by 0.05 eV, with the others fixed and the minimum relocated, changes the masses by up to 1.5\%.
\end{itemize}
The potential thus limits the physical accuracy long before the solver does. Many-body corrections to the mass are outside this model.

\section{Recommended choices}

For an isolated band, use the linear solver with all bands up to $n$ active, and add a few if a close band above couples to it. Set the residual from \eqref{bound}, and use $S_{ab}$ when off-diagonal elements matter. If the program offers the sum alone, increase the number of bands well beyond the first plateau and judge each direction separately.

Check also which derivative of $H$ the program uses. A nonlocal pseudopotential depends on $\mathbf k$ after the transformation to cell-periodic functions. Then $D_a$ must include its first derivative, and $2C\delta_{ab}$ in \eqref{second} becomes $\langle u|\partial_a\partial_bH|u\rangle$. For a norm-conserving potential the projection and the linear equation keep their form. Ultrasoft and PAW potentials add a $\mathbf k$-dependent overlap operator; the eigenproblem is then a generalized one, and the projector, the linear equation and \eqref{mass} acquire terms in the overlap and its derivatives. The self-consistent density needs no response, because $\mathbf k$ labels states of one unchanged crystal.
